# Two half-period copies of a grating field at quarter Talbot distance

## A grating with three orders

Take a thin grating of period $d$ that transmits the field $u_0(x)=1+m\cos Gx$, with $G=2\pi/d$ and $m$ real. It contains an undiffracted wave and two waves inclined equally to either side. The inclined waves share one propagation phase, which differs from that of the straight wave. Along the normal to the grating an inclined wave gains phase more slowly than the straight one. At a distance where it has gained a quarter cycle less, the field is, with the time factor $e^{-i\omega t}$ and apart from a common phase,

$$u(x)=1-im\cos Gx .$$

Half a period away from $x$ the cosine changes sign, so $u_0(x-d/2)=1-m\cos Gx$. We look for constants $a$ and $b$ such that

$$a(1+m\cos Gx)+b(1-m\cos Gx)=1-im\cos Gx .$$

The constant terms give $a+b=1$ and the cosine terms give $a-b=-i$. Half the sum and half the difference are

$$a=\frac{1-i}{2}=\frac{e^{-i\pi/4}}{\sqrt2},\qquad b=\frac{1+i}{2}=\frac{e^{i\pi/4}}{\sqrt2}.$$

The field is therefore the sum of two copies of the original, one in place and one moved by $d/2$, with equal weights and a relative phase $\pi/2$. The intensity has changed from $(1+m\cos Gx)^2$, of period $d$, to $1+m^2\cos^2Gx$, of period $d/2$. Lithography can use this halving to print lines at half the pitch of the mask.

With more orders, each pair of orders has its own propagation phase. The same two constants still suffice, because at this distance the phases take only two values modulo a full cycle, one for all even orders and one for all odd orders.

## Propagation of the orders

The grating is infinite along $x$ and uniform along $y$. It is lit at normal incidence by a monochromatic scalar wave with time factor $e^{-i\omega t}$, and $z=0$ is the plane where the light leaves it. In atomic units $\hbar=1$, so a photon of energy $E$ has $\omega=E$, and in vacuum

$$k=\frac{E}{c},\qquad \lambda=\frac{2\pi}{k}=\frac{2\pi c}{E}.$$

Write the wave as $\psi=u(x,z)e^{ikz}$. Two derivatives along $z$ give

$$\partial_z^2\psi=(\partial_z^2u+2ik\,\partial_zu-k^2u)e^{ikz}.$$

In the Helmholtz equation $\partial_x^2\psi+\partial_z^2\psi+k^2\psi=0$ the terms in $k^2$ cancel:

$$\partial_x^2u+\partial_z^2u+2ik\,\partial_zu=0 .$$

The paraxial model drops $\partial_z^2u$, which is small beside $2ik\,\partial_zu$ when the envelope changes little over a wavelength. Dividing by $2k$ leaves

$$i\,\partial_zu=-\frac{1}{2k}\partial_x^2u .$$

The periodic field leaving the grating is

$$u_0(x)=\sum_n c_ne^{inGx},$$

with complex $c_n$. For one order of amplitude $C_n(z)$, two derivatives along $x$ give $-n^2G^2$, so $iC_n'=(n^2G^2/2k)C_n$ and

$$C_n(z)=c_n\exp\left(-i\frac{n^2G^2}{2k}z\right).$$

Since $G^2=4\pi^2/d^2$ and $1/(2k)=\lambda/(4\pi)$, the coefficient of $z$ is $n^2\pi\lambda/d^2$. The full Talbot distance is defined here as

$$z_T=\frac{2d^2}{\lambda},\qquad\text{so that}\qquad C_n(z)=c_n\exp\left(-2\pi i n^2\frac{z}{z_T}\right).$$

At $z=z_T$ every factor is one and the envelope returns.

## The quarter-distance result

At $z=z_T/4=d^2/(2\lambda)$ the factor is $e^{-i\pi n^2/2}$. If $n=2p$, then $n^2=4p^2$ and the factor is $1$. If $n=2p+1$, then $n^2=4p(p+1)+1$ and the factor is $-i$. It depends on parity alone and can be written as $a+b(-1)^n$. Even orders require $a+b=1$ and odd orders $a-b=-i$, the two equations solved above.

The sign $(-1)^n$ is a displacement, because $e^{inG(x-d/2)}=e^{inGx}e^{-in\pi}=(-1)^ne^{inGx}$. Summing over the orders gives

$$u(x,z_T/4)=\frac{e^{-i\pi/4}u_0(x)+e^{i\pi/4}u_0(x-d/2)}{\sqrt2}.$$

The half period is thus the displacement between the copies; one of them has not moved. With the time factor $e^{+i\omega t}$ all propagation phases are conjugated and the relative phase becomes $-\pi/2$.

Let $S$ denote displacement by $d/2$. Because $e^{i\pi/4}=ie^{-i\pi/4}$, propagation over the quarter distance is the operator

$$U=\frac{e^{-i\pi/4}}{\sqrt2}(1+iS).$$

For periodic fields $S^2=1$. Applying $U$ twice gives

$$U^2=\frac{-i}{2}(1+2iS-S^2)=S,$$

so at half the Talbot distance there is one copy, displaced by $d/2$. At three quarters the propagator is $US=e^{-i\pi/4}(S+i)/\sqrt2$: the copy in place now has the larger phase, so the relative phase is reversed.

The weights are unique if $u_0$ contains at least one even and one odd order. If it contains odd orders only, then $Su_0=-u_0$, the copies are proportional to each other, and other weights describe the same field.

The name of the distance matters. Some designs may call $d^2/\lambda$ the Talbot distance; a quarter of that is $z_T/8$, where the factor $e^{-i\pi n^2/4}$ takes the values $1,q,-1,q$ for $n=0,1,2,3$ modulo 4, with $q=e^{-i\pi/4}$. For a general mask, four displacements $jd/4$ are then needed. Their weights follow from the four-point inverse Fourier sum $a_j=\frac14\sum_{r=0}^{3}f_r\,i^{rj}$, where $f_r$ are those four values:

$$a_0=\frac q2,\quad a_1=\frac12,\quad a_2=-\frac q2,\quad a_3=\frac12 .$$

All four copies have magnitude $1/2$. A resist placed there by mistake receives a different pattern.

## Intensity and the choice of mask

Let $A=u_0(x)$ and $B=u_0(x-d/2)$. The cross term in $|u|^2$ is $\mathrm{Re}(e^{-i\pi/4}e^{-i\pi/4}AB^*)=\mathrm{Re}(-iAB^*)=\mathrm{Im}(AB^*)$, so

$$I=\frac{|A|^2+|B|^2}{2}+\mathrm{Im}(AB^*).$$

A step of $d/2$ exchanges $A$ and $B$. The first term is unchanged and the second changes sign. The intensity therefore has period $d/2$ if and only if $\mathrm{Im}(AB^*)$ vanishes everywhere. A real mask, or one with a constant phase, meets this condition.

**Slits.** Let the mask transmit 1 in slits of width $w$ and 0 elsewhere. For $w<d/2$ the copies do not overlap, and lines of intensity $1/2$ and width $w$ appear at pitch $d/2$. At $w=d/2$ the lines touch and the ideal intensity is uniform. With a finite number of orders a dip remains where they meet, because the fields on the two sides differ in phase by a quarter cycle. For $w>d/2$ the overlaps have intensity 1 on a background of $1/2$, so there are no dark spaces.

**Phase steps.** Let the mask transmit $e^{i\varphi}$ over half of each period and 1 over the other half. Both moduli are one, and $I=1+\sin\varphi$ in the first half and $1-\sin\varphi$ in the second. A step of $\pi/2$ gives intensities 2 and 0, at the original pitch $d$. A step of $\pi$ gives uniform intensity away from the steps. At each step the field changes sign, so with a finite number of orders it passes through zero there, and narrow dark lines can print.

**Square arrays.** If the mask has period $d$ along both $x$ and $y$, the paraxial phases for the two directions multiply. With displacements $S_x$ and $S_y$,

$$U_xU_y=-\frac i2\left(1+iS_x+iS_y-S_xS_y\right).$$

An array of small openings thus gives four interleaved arrays. Where they do not overlap, each has one quarter of the intensity in the openings.

## An absorber that leaks

Suppose the absorber transmits $\tau=be^{i\varphi}$ relative to the open slit, and $w<d/2$. At an original slit $A=1$ and $B=\tau$, so $\mathrm{Im}(AB^*)=-b\sin\varphi$. At a displaced slit the roles are exchanged. In the spaces $A=B=\tau$, whose cross term is real. Hence

$$I_{\rm line}=\frac{1+b^2}{2}-b\sin\varphi,\quad I_{\rm shifted}=\frac{1+b^2}{2}+b\sin\varphi,\quad I_{\rm space}=b^2 .$$

The light in the spaces is second order in the leaked amplitude, but the difference between neighbouring lines, $-2b\sin\varphi$, is first order. A mask that looks dark can therefore print alternating strong and weak lines.

For an absorber of thickness $t$ and refractive index $1-\delta+i\beta$, the thin-mask transmission relative to vacuum is

$$b=e^{-k\beta t},\qquad \varphi=-k\delta t .$$

Within this model the imbalance vanishes when $\varphi$ is a multiple of $\pi$, that is when $t=p\lambda/(2\delta)$ with integer $p$. More thickness also lowers $b$, but it increases diffraction inside the mask.

## Limits of the ideal result

**Large angles.** The Helmholtz equation gives an order with $q=nG$ the longitudinal wave number

$$\sqrt{k^2-q^2}=k-\frac{q^2}{2k}-\frac{q^4}{8k^3}-\cdots .$$

The first two terms are the carrier and the paraxial phase. At $z=d^2/(2\lambda)$ the third adds

$$\Delta\phi_n=-\frac{(2\pi n/d)^4}{8(2\pi/\lambda)^3}\frac{d^2}{2\lambda}=-\frac{\pi n^4\lambda^2}{8d^2}.$$

This phase must be small for every order that matters. Setting its size to 1 rad gives $n_1=(8d^2/\pi\lambda^2)^{1/4}$. Half a period of that order, $d/(2n_1)$, is a rough scale for the finest faithful edge. It grows as $\sqrt{\lambda d}$.

**Distance and wavelength.** A distance error $\delta z$ adds $-\pi\lambda n^2\delta z/d^2$ to order $n$. A relative wavelength change $r$ at fixed $z=z_T/4$ adds $-\pi n^2r/2$. Both grow as $n^2$, so sharp edges suffer first.

**Source angle.** Illumination at a small angle $\theta$ multiplies $u_0$ by $e^{ik\theta x}$. The paraxial phase then contains $(nG+k\theta)^2=n^2G^2+2nGk\theta+k^2\theta^2$. Multiplied by $-z/(2k)$, the middle term is $-nG\theta z$, which moves the image by $\theta z$. Independent source directions therefore blur the intensity.

**Finite width.** Order $n$ travels at angle $n\lambda/d$ and moves sideways by $(n\lambda/d)(d^2/2\lambda)=nd/2$. Near the ends of a finite grating some orders are missing. The useful region must lie inside the ends by more than this walk for the highest required order, with a further margin for diffraction at the ends.

## An extreme-ultraviolet example

Take 92 eV photons in vacuum, a period of 1000 nm and slits of 250 nm. The target is 250 nm lines at 500 nm pitch. Converting $\lambda=2\pi c/E$ from atomic units gives 13.4765 nm. Then

$$\frac{z_T}{4}=\frac{(1000\ \mathrm{nm})^2}{2\times13.4765\ \mathrm{nm}}=37\,102\ \mathrm{nm}=37.10\ \mathrm{\mu m}.$$

The non-paraxial phase is $-0.006$ rad for order 3 and $-0.17$ rad for order 7. It reaches 1 rad near $n_1=10.9$, which gives an edge scale of $1000/(2\times10.9)\approx46$ nm. Order 7 walks sideways by 3500 nm.

The absorber is 80 nm thick with $\delta=0.05$ and $\beta=0.07$, rough values for a nickel-like metal. With $k=2\pi/\lambda=0.4662\ \mathrm{nm^{-1}}$,

$$b=e^{-0.4662\times0.07\times80}=0.0735,\qquad \varphi=-0.4662\times0.05\times80=-1.865\ \mathrm{rad}.$$

The leaked intensity is 0.54% of that in an open slit. Yet $b\sin\varphi=-0.070$, and the formulas give 0.573 in the original lines, 0.432 in the shifted lines and 0.005 in the spaces. The difference between neighbours is 28% of their mean.

To size the other effects, the mask field was sampled at 2000 points per period and resolved into orders by a fast Fourier transform. Each order was multiplied by $\exp[i(\sqrt{k^2-n^2G^2}-k)z]$; an imaginary root, taken positive, describes a decaying order. The table gives intensities averaged over the nominal 250 nm lines and the spaces between them, with incident intensity 1. Each middle row changes one item from the Helmholtz row.

| Case | Line | Shifted | Space |
|---|---:|---:|---:|
| Two-copy formula | 0.500 | 0.500 | 0.000 |
| Helmholtz | 0.475 | 0.476 | 0.022 |
| Distance error | 0.466 | 0.457 | 0.036 |
| Bandwidth | 0.473 | 0.473 | 0.024 |
| Blur | 0.474 | 0.473 | 0.024 |
| Thin leaking mask | 0.547 | 0.413 | 0.026 |
| Thick mask | 0.549 | 0.413 | 0.022 |
| Combined | 0.538 | 0.405 | 0.032 |

The distance error is 500 nm away from the mask. The bandwidth is a Gaussian spectrum with a full width at half maximum of 2%, for which the intensities at different wavelengths are added. The blur joins an rms source angle of 0.2 mrad, giving $37\,102\times0.0002=7.42$ nm, to a resist blur of 3 nm: $\sqrt{7.42^2+3^2}=8.0$ nm rms.

The thick-mask row follows the wave through 160 slices of absorber, alternating free propagation with the phase and loss of each slice. It is a scalar, one-way calculation without reflections or vector edge effects. A full modal solution of the same mask gives 0.550, 0.415 and 0.023 with the electric field along the slits, and 0.547, 0.412 and 0.022 with it across them. The thick-mask and combined rows are therefore uncertain by about 0.002. The combined row uses this mask with the distance error, bandwidth and blur; the mask's exit field is held at its central-wavelength value.

The Helmholtz row shows that sharp slits are not reproduced perfectly even with an opaque mask at the paraxial distance $z_T/4$. A plane about 100 nm nearer the mask gives somewhat darker spaces, because the shorter path offsets part of the non-paraxial phase, but the image is still imperfect. The lines lose about 5% of their ideal mean intensity, and light enters the spaces. The lines are also far from flat: within 80 nm of the centre of an original line the monochromatic intensity ripples between about 0.33 and 0.72. Most of this is redistribution. The period average is $(0.4753+0.4760)/4+0.0216/2=0.2486$, against 0.2500 at the mask. Propagating orders keep their power in this measure, so the missing 0.0014 belongs to decaying orders, those with $|n|>d/\lambda\approx74$.

Bandwidth and blur hardly alter these averages. This does not show that they leave line edges unchanged, since an average over a wide line conceals local changes.

Among the cases in the table, leakage has the largest effect on the balance of the average intensities of neighbouring lines. Printed widths depend on the edge profiles as well, and a distance error alone can also make them unequal. Diffraction inside the absorber changes the thin-mask averages by less than 0.004. In the combined case the two line families differ by a factor $0.538/0.405=1.33$. A resist with a threshold response would print them with unequal widths wherever the edge slopes are finite.

Two further effects lie outside the table. For polarization in the plane of incidence, the interference of orders $+7$ and $-7$ is reduced by $1-\cos[2\arcsin(7\lambda/d)]=1.8\%$. For photon noise, take a local dose of 20 mJ/cm² with a fraction 0.2 absorbed. Division by the photon energy gives 271 absorbed photons in a 10 nm square, and Poisson statistics give a relative fluctuation of $1/\sqrt{271}=6.1\%$ in that area.

These parameters belong to the regime of extreme-ultraviolet interference exposures with a transmission mask. The source, dose and resist figures are assumed for illustration, and the 250 nm lines are much wider than the finest features sought at this wavelength. The opaque-mask assumption is the one a real absorber breaks most visibly here: replacing it by the thick absorber moves the line averages from about 0.476 to 0.549 and 0.413. A supporting membrane, if uniform, multiplies the whole field by one constant in the thin-element model and costs dose without changing the pattern.

## Using the result in a calculation

On a uniform grid with an even number $N$ of points per period, obtain $u_0(x-d/2)$ by a cyclic displacement of $N/2$ points, then add the copies with the complex weights above. Add fields before taking the modulus squared; adding intensities loses $\mathrm{Im}(AB^*)$ and hides the imbalance from leakage. For odd $N$, multiply Fourier order $n$ by $(-1)^n$ instead.

In a uniform transparent medium, use the wavelength in that medium. If the mask is thick, compute its exit field first and use that as $u_0$: the theorem accepts any periodic complex field, however it was formed.

To set the distance tolerance, choose the highest order $M$ needed for the edge and the largest acceptable phase error $\epsilon$. Then

$$|\delta z|\le\frac{\epsilon d^2}{\pi\lambda M^2}.$$

For $M=7$ and $\epsilon=0.5$ rad the example allows about 240 nm either way if the distance error is the only phase error. The non-paraxial phase of order 7, $-0.17$ rad, adds to the error when the resist is too far from the mask and offsets it when the resist is too near, so the true allowance is smaller on the far side. The 500 nm error in the table exceeds this and gives order 7 an extra phase of about 1 rad. Resist thickness, wafer height and mask flatness all draw on the same allowance.
